# How SVD truncation of electron–phonon coupling affects λ and scattering rates, part 2

A crystal has one atom of mass $M$ per cell. Its short-ranged electron–phonon coupling, in newtons, is compressed by SVD, and the truncation error is followed into $\lambda$ and the scattering rate $\Gamma$. In real Wannier functions $|i\mathbf R\rangle$,

$$G^{F}(\mathbf R_e,\mathbf R_p)=\Big\langle i\mathbf 0\Big|\frac{\partial V}{\partial u_\alpha(\mathbf R_p)}\Big|j\mathbf R_e\Big\rangle ,\qquad F=(i,j,\alpha),$$

is a real $N_R\times N_R$ matrix per channel $F$, over vectors of a box centred on the origin. With $E_{n\mathbf k}$ and $U_{jn}(\mathbf k)$ the eigenvalues and eigenvectors of $H(\mathbf k)$,

$$d^{F}(\mathbf k,\mathbf q)=\sum_{\mathbf R_e\mathbf R_p}e^{i\mathbf k\cdot\mathbf R_e+i\mathbf q\cdot\mathbf R_p}G^F(\mathbf R_e,\mathbf R_p),\qquad d^\alpha_{mn}=\sum_{ij}U^*_{im}(\mathbf k+\mathbf q)\,d^{ij\alpha}\,U_{jn}(\mathbf k).$$

Each channel is factorized,

$$G^F=\sum_\gamma s^F_\gamma\,u^F_\gamma\,(v^F_\gamma)^T,\qquad s_1\ge s_2\ge\dots\ge0,$$

with orthonormal $u_\gamma(\mathbf R_e)$ and $v_\gamma(\mathbf R_p)$, whose Fourier sums are $u_\gamma(\mathbf k)$ and $v_\gamma(\mathbf q)$. Keeping $N_c$ terms gives $G_N$, the closest matrix of that rank in the Frobenius norm (Eckart–Young). Subscript $N$ marks truncated quantities, $\delta G=G-G_N$, $\delta d=d-d_N$, and relative errors are $(X-X_N)/X$.

The force-constant matrix obeys $\Phi\,\mathbf e_\nu=M\omega_\nu^2\mathbf e_\nu$. On each closed Fermi sheet $\mathbf k$ is a function of the angle $\theta$; $\oint$ includes the sum over sheets, $\rho$ is the density-of-states weight, and $N_F=\oint\rho\,d\theta$. Then

$$\lambda[x,y]=\frac1{N_F}\oint\!\!\oint d\theta\,d\theta'\rho\rho'\;\mathbf x^\dagger\Phi^{-1}(\mathbf k'-\mathbf k)\,\mathbf y,\qquad\lambda[x]=\lambda[x,x],\qquad\lambda=\lambda[d].$$

The quasi-elastic rate, with mean $\langle\Gamma\rangle$ taken with weight $\rho/N_F$, is

$$\Gamma_{\mathbf k}=\frac{2\pi}{\hbar}\oint d\theta'\rho'\sum_\nu\frac{\hbar}{2M\omega_\nu}\,|\mathbf e_\nu\cdot\mathbf d|^2\,\frac{2}{\sinh(\hbar\omega_\nu/k_BT)} .$$

The cross term $2\operatorname{Re}\lambda[d_N,\delta d]$ in $\lambda-\lambda_N$ has either sign. With $\eta=\lambda[\delta d]/\lambda$,

$$|\lambda-\lambda_N|/\lambda\le2\sqrt\eta+\eta .$$

In $\mathbf q$-averages of $|d|^2$ that resolve the initial band, overlaps of $v_\gamma$ from different channels leave the cross term

$$C_n(\mathbf k)=2\operatorname{Re}\sum_{i\alpha}\sum_{j\ne j'}U^*_{jn}U_{j'n}\big\langle d_N^{ij\alpha\,*}\,\delta d^{ij'\alpha}\big\rangle_{\mathbf q}.$$

## The acoustic sum rule

For a potential $V=\sum_{\mathbf R}v(\mathbf r-\mathbf R-\mathbf u_{\mathbf R})$, $\partial V/\partial\mathbf u(\mathbf R_p)=-\nabla v(\mathbf r-\mathbf R_p)$, and the sum over $\mathbf R_p$ is $-\nabla V$. The same holds for any self-consistent potential, because moving all atoms moves it rigidly. The kinetic energy commutes with $\nabla$, and $[V,\nabla]\psi=V\nabla\psi-\nabla(V\psi)=-(\nabla V)\psi$, so $-\nabla V=[H,\nabla]$. Between eigenstates,

$$\mathbf d_{mn}(\mathbf k,0)=(E_{m\mathbf k}-E_{n\mathbf k})\,\langle m\mathbf k|\nabla|n\mathbf k\rangle .$$

The band-diagonal element vanishes, which cancels the $1/q^2$ of $\Phi^{-1}$. The interband element does not vanish in general. For bands built from orbitals that are degenerate on site and of equal parity, such as the $p$ doublet below, it is quadratic in the hopping as an order-of-magnitude estimate, since both the splitting and the interband velocity are linear in it. For bands that are split on site and connected by an on-site dipole, such as $s$ and $p$, it does not fall with the hopping. In the Wannier basis the rule constrains $S^F=G^F\mathbf 1$, where $\mathbf 1$ is the vector of ones over $\mathbf R_p$: it requires $\sum_{ij}U^*_{in}S^{ij\alpha}(\mathbf k)U_{jn}=0$, a cancellation among channels.

Truncation acts on $S$ as follows. From $G^Tu_\gamma=s_\gamma v_\gamma$ one has $s_\gamma\,v_\gamma\!\cdot\!\mathbf 1=u_\gamma^TG\mathbf 1=u_\gamma\!\cdot\! S$, and so

$$\delta G\,\mathbf 1=\sum_{\gamma>N_c}u_\gamma\,(u_\gamma\cdot S).$$

A channel with $S=0$ keeps $S_N=0$ at any rank. A channel with $S\ne0$ loses the projection of $S$ on its own discarded vectors, of norm at most $\|S\|$. Different channels lose different projections, and the cancellation among them is lost. We call the residue $\mathbf d_0(\mathbf k)=\mathbf d_{N,nn}(\mathbf k,0)$.

With inversion symmetry the residue has a definite structure. Take two orbitals $x,y$, both odd. The force field is odd too, so $G^F(-\mathbf R_e,-\mathbf R_p)=-G^F(\mathbf R_e,\mathbf R_p)$, or $PGP=-G$ with $P$ the permutation $\mathbf R\to-\mathbf R$. Hermiticity and translation give

$$G^{ji\alpha}(\mathbf R_e,\mathbf R_p)=\langle i\mathbf R_e|\partial V(\mathbf R_p)|j\mathbf 0\rangle=G^{ij\alpha}(-\mathbf R_e,\mathbf R_p-\mathbf R_e).$$

Summing over $\mathbf R_p$, which in a periodic supercell is invariant under the shift, yields $S^{ji}(\mathbf R)=S^{ij}(-\mathbf R)=-S^{ij}(\mathbf R)$. Thus $S^{xx}=S^{yy}=0$ and $S^{xy}=-S^{yx}$ hold exactly. $H(\mathbf k)$ is real here (inversion with real orbitals of equal parity), $U$ is real, and $d_{nn}(\mathbf k,0)=U_{xn}U_{yn}[S^{xy}(\mathbf k)+S^{yx}(\mathbf k)]=0$ at every $\mathbf k$. Since $S(\mathbf R)$ is odd, $S(\mathbf k)$ is a sine series and vanishes at time-reversal-invariant points.

Truncation preserves inversion if $s_{N_c}>s_{N_c+1}$. Indeed $G^TG$ commutes with $P$, so the projector $\Pi$ on its $N_c$ leading eigenvectors does too when it is unique, and $PG_NP=PGP\,P\Pi P=-G_N$. An odd real $G_N$ has a purely imaginary Fourier transform. Truncation does not preserve Hermiticity, because the map $(\mathbf R_e,\mathbf R_p)\to(-\mathbf R_e,\mathbf R_p-\mathbf R_e)$ is not a separate permutation of rows and columns and does not carry singular vectors of one channel into those of the other. Hence $\mathbf d_0=U_{xn}U_{yn}[S_N^{xy}+S_N^{yx}]$ is imaginary and in general nonzero. Replacing $d_{mn}(\mathbf k,\mathbf q)$ by $\tfrac12[d_{mn}(\mathbf k,\mathbf q)+d^*_{nm}(\mathbf k+\mathbf q,-\mathbf q)]$ turns $\mathbf d_0$ into $\operatorname{Re}\mathbf d_0=0$ and restores the rule at twice the evaluation cost. Without inversion $\mathbf d_0$ can have a real part, which this averaging leaves.

### The resulting divergence

Discretize each sheet with $M_\theta$ nodes of step $h=2\pi/M_\theta$ and offset the $\mathbf k'$ nodes by $h/2$, so that $\mathbf q=0$ is never sampled. Fix $\theta$ and set $\theta'=\theta+x$ on the same sheet. Then $\mathbf q=\mathbf t\,x+O(x^2)$ with $\mathbf t=d\mathbf k/d\theta$, and $\Phi(\mathbf q)=x^2\Phi_2(\mathbf t)+O(x^3)$, where $\Phi_2$ is the quadratic part of $\Phi$. For short-ranged force constants $\Phi/x^2$ is analytic in $x$ and positive definite, so the integrand $I(x)=\rho'\,\mathbf d_N^\dagger\Phi^{-1}\mathbf d_N$ has the Laurent form $B_2/x^2+B_1/x+\dots$ with

$$B_2=\rho\,\mathbf d_0^\dagger\,\Phi_2^{-1}(\mathbf t)\,\mathbf d_0 .$$

Write $I=B_2/[4\sin^2(x/2)]+\tfrac12B_1\cot(x/2)+I_{\rm reg}$. The two periodic functions carry the poles, so $I_{\rm reg}$ is analytic and periodic and its equally spaced sum converges exponentially. The cotangent is odd and the nodes $x_j=(j+\tfrac12)h$ are symmetric, so its sum is zero. For the first term use $\pi^2/\sin^2\pi z=\sum_{l\in\mathbb Z}(z-l)^{-2}$ with $z=(j+\frac12)/M_\theta$. As $j$ runs over $0,\dots,M_\theta-1$ and $l$ over the integers, $j-lM_\theta$ covers every integer once, so

$$\sum_j\frac{\pi^2}{\sin^2(x_j/2)}=M_\theta^2\sum_{p\in\mathbb Z}\frac1{(p+\frac12)^2}=M_\theta^2\cdot2\cdot4\sum_{p\ge0}\frac1{(2p+1)^2}=M_\theta^2\cdot8\cdot\frac{\pi^2}{8}=\pi^2M_\theta^2 .$$

The pole contributes $h\,B_2M_\theta^2/4=\pi M_\theta B_2/2$. Integrating over $\theta$ with weight $\rho/N_F$,

$$\lambda_N(M_\theta)=a_\lambda M_\theta+b+\text{exponentially small},\qquad a_\lambda=\frac{\pi}{2N_F}\oint d\theta\,\rho^2\;\mathbf d_0^\dagger\,\Phi_2^{-1}(\mathbf t)\,\mathbf d_0 .$$

This assumes that the sheets do not touch and that no connecting vector equals a nonzero reciprocal lattice vector. The plain truncation has no continuum limit for $\lambda$ whenever $\mathbf d_0\neq0$ on the Fermi surface. Physically the truncated coupling lets a rigid translation scatter electrons. The rate diverges at every temperature, since $2/\sinh x\to2k_BT/\hbar\omega$ as $\mathbf q\to0$ and the pole of $\langle\Gamma\rangle$ is $2\pi k_BT/\hbar$ times that of $\lambda$. In three dimensions the Fermi surface is two-dimensional, the integral is $\int q\,dq/q^2$, and the growth is logarithmic in the mesh. With deltas smeared by a width $\sigma_E$ in two dimensions, the region $q<\sigma_E/\hbar v$ has a constant delta and again gives $\int d^2q/q^2$, a logarithm. The two logarithmic cases rest on this power counting and are not computed here.

## Constrained SVD

The constrained form used here keeps the low moments in $\mathbf R_p$ exactly. Let the $r$ columns of $Q$ be an orthonormal basis of $\{\mathbf 1\}$ (order 0, "c0", $r=1$) or of $\{\mathbf 1,x_p,y_p\}$ (order 1, "c1", $r=3$). Define

$$G_N=GQQ^T+\big[G(1-QQ^T)\big]_{N_c-r},$$

where the bracket is the SVD truncated at rank $N_c-r$. The first term has rank at most $r$ and the separable form $(GQ)Q^T$, so the evaluation formula is unchanged, with $N_c$ terms. The error $\delta G$ is the tail of $G(1-QQ^T)$, whose right singular vectors lie in its row space, orthogonal to $Q$. Hence $\delta G\,Q=0$. Expanding the phase,

$$\delta d(\mathbf k,\mathbf q)=\sum_{\mathbf R_e}e^{i\mathbf k\cdot\mathbf R_e}\sum_{\mathbf R_p}\delta G\,\big[1+i\mathbf q\cdot\mathbf R_p-\tfrac12(\mathbf q\cdot\mathbf R_p)^2+\dots\big],$$

the constraint removes the first term for c0 and the first two for c1, so $\delta d=O(q)$ or $O(q^2)$. The band rotation is bounded and keeps the order. Then $\mathbf d_0$ equals the value for the full $G$, and $\lambda[\delta d]$ is finite. The constraint preserves the sum rule that $G$ has and does not repair a $G$ that lacks it.

Among matrices $X$ with $XQ=GQ$ and $X(1-QQ^T)$ of rank at most $N_c-r$, this $G_N$ is the closest, since $\|G-X\|^2=\|(G-X)QQ^T\|^2+\|(G-X)(1-QQ^T)\|^2$, the first term is zero and the second is minimized by Eckart–Young. Its Frobenius error is bracketed by plain tails. It is at least $\sum_{\gamma>N_c}s_\gamma^2$ because $G_N$ has rank at most $N_c$. It is at most $\sum_{\gamma>N_c-r}s_\gamma^2$ because $G_{N_c-r}(1-QQ^T)$, built from the plain truncation, is a competitor of rank $N_c-r$ whose error is the plain tail times a projector. The constraint costs up to $r$ singular values, which matters at small $N_c$.

### Low-temperature rates

At low $T$ the factor $1/\sinh$ confines the integral to the same sheet and to $|x|\lesssim k_BT/\hbar c_\nu$, where $\omega_\nu=c_\nu|x|(1+\beta_\nu x+\dots)$. The exact element is $\mathbf e_\nu\cdot\mathbf d=D_1x+D_2x^2+\dots$, with $D_1$ the deformation potential along the contour. The leading integrand is $|D_1|^2x^2/(|x|\sinh(\hbar c|x|/k_BT))$, and rescaling $x\to Tx$ gives $\Gamma\propto T^2$ (two dimensions, sharp contour, quasi-elastic).

For c0, $\mathbf e_\nu\cdot\delta\mathbf d=\Delta_1x+\dots$, and $|D_1|^2-|D_1-\Delta_1|^2$ multiplies the same integral. The relative error tends to a constant as $T\to0$, first order in $\Delta_1/D_1$. For c1, $\mathbf e_\nu\cdot\delta\mathbf d=\Delta_2x^2+\Delta_3x^3$, and the difference of squares starts as $2\operatorname{Re}(D_1^*\Delta_2)\,x^3$. This is odd in $x$ against an even leading weight and integrates to zero. The next terms are the $x^4$ coefficient and the products of $x^3$ with the $O(x)$ corrections to $\rho'$ and $\omega_\nu$. All carry two more powers of $x$ than the leading integrand, so they scale as $T^4$ and the relative error scales as $T^2$. For plain SVD the pole contributes $\propto T/h$, so its leading relative error is $\propto1/(Th)$, provided the mesh resolves the thermal window, $h\ll k_BT/\hbar c_\nu$.

## Pseudocode

```
input: G[F][Re,Rp], H[R], Phi[R], rank Nc, order in {none, 0, 1}
Q = empty | qr([1]) | qr([1, x_p, y_p]);  r = number of columns of Q
for each channel F:
    B = G[F] Q
    (u, s, v) = svd(G[F] - B Q^T)
    left[F]  = [B, u[:, 1..Nc-r] * s[1..Nc-r]]      # N_R x Nc
    right[F] = [Q, v[:, 1..Nc-r]]                   # N_R x Nc
    record s[Nc-r], s[Nc-r+1] and the tail sum of s^2
for each k: a[F][k,:] = exp(i k.Re) left[F];  U(k), E(k) from H(k)
for each q: b[F][q,:] = exp(i q.Rp) right[F]; e(q), omega(q) from Phi(q)
for each pair (k, q) with weight:
    d[F] = sum over gamma of a[F][k,gamma] * b[F][q,gamma]
    d_mn = U(k+q)^+ d U(k);  g = sqrt(hbar/(2 M omega)) e.d_mn
    accumulate lambda and Gamma
checks: max |d_nn(k,0)| on the Fermi surface; lambda on two meshes;
        eta from the next block of singular terms, then 2 sqrt(eta) + eta
```

No complex conjugate appears on $v$ because $G$ is real and the factorization was written with a transpose. For complex $G=usv^\dagger$ the right factor is $v^*$.

## Cost

Per channel, storage falls from $N_R^2$ to $N_c(2N_R+1)$ numbers, with break-even near $N_c=N_R/2$. The dense SVD costs $O(N_R^3)$ once. For $n_k$ electron and $n_q$ phonon wavevectors, the uncompressed interpolation does the $\mathbf R_e$ sum once per $\mathbf k$ and the $\mathbf R_p$ sum once per pair, $n_kN_R^2+n_kn_qN_R$ multiply-adds. The compressed one needs $(n_k+n_q)N_cN_R+n_kn_qN_c$. The pair term dominates on fine meshes and shrinks by $N_R/N_c$. The rotations to bands and modes per pair are unchanged and cap the overall gain.

The gain requires that each $\mathbf q$ be shared by many $\mathbf k$. If the nodes are pairs $(\mathbf k,\mathbf k')$ with all differences distinct, as on Fermi contours, $v_\gamma(\mathbf k'-\mathbf k)$ costs $N_cN_R$ per pair. It is then cheaper to form $\sum_\gamma s_\gamma u_\gamma(\mathbf k)v_\gamma(\mathbf R_p)e^{-i\mathbf k\cdot\mathbf R_p}$ per $\mathbf k$ and contract with $e^{i\mathbf k'\cdot\mathbf R_p}$ at cost $N_R$ per pair, so the pair cost is not reduced and only the storage and the per-$\mathbf k$ step (about $2N_cN_R$ instead of $N_R^2$) are saved. The example measures errors on such contours and rebuilds $G_N$ for that purpose.

## Stability and failure modes

Noise in $G$ adds at most twice its own norm to the error. If $G+E$ is truncated, Eckart–Young with $G_N$ as competitor gives $\|G+E-(G+E)_N\|\le\|G+E-G_N\|\le\|\delta G\|+\|E\|$, and therefore $\|G-(G+E)_N\|\le\|\delta G\|+2\|E\|$. For the norm, once $\|\delta G\|$ has fallen to $\|E\|$ the bound is $3\|E\|$, and a larger $N_c$ lowers it by at most a third. The bound is not sharp: truncation also discards part of the noise, so the actual error can lie below its full-rank value $\|E\|$, and its minimum can occur at a rank where $\|\delta G\|$ is already smaller than $\|E\|$. The condition $\|\delta G\|\sim\|E\|$ therefore marks only roughly where the gain in the norm saturates. This saturation does not carry over to acoustic observables when the error in $G$ respects the sum rule and the plain truncation does not. Individual vectors are less stable than the product: when $s_{N_c}-s_{N_c+1}$ is comparable to $\|E\|$, noise can decide which vector is kept. The parity argument above still applies to $G+E$ if $E$ is itself odd under inversion and $G+E$ is not degenerate at the cut; noise that breaks inversion can mix a kept and a discarded vector of opposite parity. The cut should be moved to a gap.

Truncation is a nonlinear map applied channel by channel, so it need not commute with operations that mix channels: a rotation among Wannier functions, a rotation of the Cartesian axes, or a sixfold point-group operation. $G_N$ then depends on the gauge, and states related by symmetry can acquire different errors. A single SVD of the stacked matrix with rows $(i,j,\alpha,\mathbf R_e)$ shares the $v_\gamma$ among channels, which makes the overlaps in $C_n(\mathbf k)$ vanish, at the price of a common rank. That variant is not computed here.

With several atoms per cell the sum rule involves $\sum_\kappa\sum_{\mathbf R_p}$. Channels labelled by atom can each have $S\ne0$ even for a single band; the parity argument above forces them to zero only when the orbital sits on an inversion centre that maps every sublattice onto itself. An orthogonal change of the atom index whose first row is uniform collects the rule in one channel per direction, and c0 is applied to that channel. For c1 this is not enough: the acoustic eigenvector in general has an $O(q)$ component on the other channels, which multiplies their $O(1)$ error, so $\mathbf e_\nu\cdot\delta\mathbf d=O(q^2)$ needs order 1 on the uniform channel and order 0 on the others.

In a channel with $S=0$, the column $G\mathbf 1$ kept by c0 and c1 is zero and one of the $N_c$ terms is wasted. The example counts it anyway, which penalizes the constrained schemes in the diagonal channels.

Because the cross term changes sign with $N_c$, the error in $\lambda$ is not monotonic, and agreement of two successive ranks does not certify convergence. The non-negative $\eta$ cannot be made small by such cancellation. Estimating it from a finite block of further singular terms turns $2\sqrt\eta+\eta$ from a bound into an estimate. An error in $\lambda$ is magnified in $T_c$: for a weak-coupling form $T_c\propto e^{-(1+\lambda)/\lambda}$, $\delta\ln T_c=\delta\lambda/\lambda^2$, which is $1/\lambda$ times the relative error in $\lambda$.

Plain truncation in general breaks the acoustic sum rule, and on sharp two-dimensional Fermi contours $\lambda$ and $\Gamma$ then grow linearly with the mesh; the constrained SVD keeps the rule that $G$ has and removes this divergence. What remains is to test these results, and the size of the errors, on a worked example.
